\section*{Phosphorus concentration of n-type silicon from its resistivity}

\section*{Problem}

A uniform piece of phosphorus-doped silicon has resistivity $\rho=0.1\ \Omega\,\mathrm{cm}$ at $300\ \mathrm K$. Its electron mobility depends on the phosphorus concentration $N$ through the Caughey--Thomas formula
\begin{equation}
\mu(N)=\mu_{\min}+\frac{\mu_{\max}-\mu_{\min}}{1+(N/N_{\rm ref})^a}.
\label{ct}
\end{equation}
Use the rough, rounded values $\mu_{\min}=70$ and $\mu_{\max}=1400\ \mathrm{cm^2/Vs}$, $N_{\rm ref}=9\times10^{16}\ \mathrm{cm^{-3}}$ and $a=0.7$. Assume that every donor is ionized, that there are no acceptors, that holes carry no current, and that the measuring field is low.

\begin{enumerate}
\item[(a)] Write the equation for $N$, bracket its root, and show that there is one positive root.
\item[(b)] Find $N$ by fixed-point iteration and by Newton's method, and show that both converge.
\item[(c)] Confirm the root by a different route.
\item[(d)] Find how errors in $\rho$ and in the mobility curve affect $N$.
\item[(e)] Estimate the cost of the assumptions.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Equation, bracket and uniqueness}

Electrons of density $n$ and drift speed $v=\mu E$ carry a current density $J=qnv=qn\mu E$, where $q>0$ is the elementary charge. Since $J=E/\rho$, and full ionization gives $n=N$,
\begin{equation}
q\rho N\mu(N)=1 .
\label{root}
\end{equation}
The unknown also sits inside $\mu$, because ionized donors scatter the electrons that they supply. The required product is
\[
N\mu=\frac1{q\rho}=\frac{1}{(1.60218\times10^{-19}\,\mathrm C)(0.1\,\Omega\,\mathrm{cm})}
=6.2415\times10^{19}\ \mathrm{cm^{-1}V^{-1}s^{-1}} .
\]

For any finite positive $N$, equation \eqref{ct} gives $\mu_{\min}<\mu<\mu_{\max}$. A root must therefore satisfy
\begin{equation}
N_{\rm low}=\frac1{q\rho\mu_{\max}}<N<\frac1{q\rho\mu_{\min}}=N_{\rm high},
\end{equation}
or $4.458\times10^{16}<N<8.916\times10^{17}\ \mathrm{cm^{-3}}$. The lower end is the answer that would follow if impurity scattering were ignored. At $N_{\rm low}$ the left side of \eqref{root} is $\mu/\mu_{\max}<1$; at $N_{\rm high}$ it is $\mu/\mu_{\min}>1$. By continuity there is a root between them.

To show that there is no second root, define
\[
u=\ln\frac{N}{N_{\rm ref}},\qquad x=\frac{N}{N_{\rm ref}}=e^u,\qquad s=\frac{x^a}{1+x^a}.
\]
Then $1-s=1/(1+x^a)$, so $\mu-\mu_{\min}=(\mu_{\max}-\mu_{\min})(1-s)$. Because $dx^a/du=ax^a$,
\[
\frac{ds}{du}=\frac{ax^a}{(1+x^a)^2}=as(1-s),
\]
and hence
\[
\frac{d\mu}{du}=-(\mu_{\max}-\mu_{\min})\,as(1-s)=-as(\mu-\mu_{\min}).
\]
Dividing by $\mu$ and adding the slope of $\ln N$, which is one, gives
\begin{equation}
L\equiv\frac{d\ln(N\mu)}{d\ln N}
=1-as\left(1-\frac{\mu_{\min}}{\mu}\right).
\label{slope}
\end{equation}
Both $s$ and the bracket lie strictly between zero and one, so $1-a<L<1$. For $0<a<1$ the conductivity rises strictly with doping, and the root is unique. The mobility falls, but more slowly than the carrier density grows.

A sharper lower bound will be needed for Newton's method. Put $m=\mu/\mu_{\max}$ and $r=\mu_{\min}/\mu_{\max}$. Then $1-s=(m-r)/(1-r)$ and $s=(1-m)/(1-r)$, so
\[
s\left(1-\frac rm\right)=\frac{(1-m)(m-r)}{m(1-r)}
=\frac{1+r-(m+r/m)}{1-r}.
\]
Since $(\sqrt m-\sqrt{r/m})^2\ge0$, we have $m+r/m\ge2\sqrt r$, with equality at $m=\sqrt r$. The largest value of the expression is $(1-\sqrt r)^2/(1-r)=(1-\sqrt r)/(1+\sqrt r)$, and
\begin{equation}
L_{\min}=1-a\,\frac{1-\sqrt r}{1+\sqrt r}.
\label{lmin}
\end{equation}
Here $r=0.05$, which gives $L_{\min}=0.556$.

\subsection*{(b) Two iterations}

\paragraph{Fixed point.} Rewrite \eqref{root} as
\begin{equation}
N_{k+1}=\frac1{q\rho\,\mu(N_k)} .
\end{equation}
In the variable $u$, the right side has derivative $-d\ln\mu/du=1-L$. Let $e_k=\ln(N_k/N_*)$ be the logarithmic distance from the root $N_*$. The mean value theorem gives $e_{k+1}=(1-L_\xi)e_k$, with $L_\xi$ taken at some point between $N_k$ and $N_*$. The factor is positive and at most $1-L_{\min}=0.444$. The error therefore keeps its sign and shrinks: a start at $N_{\rm low}$ climbs steadily to the root.

For the first step, $x=4.4582/9=0.4954$ and $x^{0.7}=0.6116$, so
\[
\mu=70+\frac{1330}{1.6116}=895.3\ \mathrm{cm^2/Vs},\qquad
N_1=\frac{6.2415\times10^{19}}{895.3}=6.97\times10^{16}\ \mathrm{cm^{-3}} .
\]

\paragraph{Newton.} Let $F(u)=\ln(q\rho N\mu)$, whose argument is dimensionless. Since $F'=L$, Newton's step $u_{k+1}=u_k-F/F'$ reads
\begin{equation}
N_{k+1}=N_k\exp\left[-\frac{\ln\bigl(q\rho N_k\mu(N_k)\bigr)}{L(N_k)}\right].
\end{equation}
At $N_{\rm low}$ the logarithm is $\ln(895.3/1400)=-0.4471$. There $s=0.6116/1.6116=0.3795$, and \eqref{slope} gives
\[
L=1-0.7(0.3795)(1-70/895.3)=0.755 .
\]
The concentration is multiplied by $e^{0.4471/0.755}\simeq1.81$, which takes it to $8.06\times10^{16}\ \mathrm{cm^{-3}}$.

To prove convergence, use $F(u_*)=0$ and the mean value theorem: $F(u_k)=\bar L e_k$, where $\bar L$ is a slope between $u_k$ and $u_*$. Thus
\[
e_{k+1}=\left(1-\frac{\bar L}{L}\right)e_k .
\]
Both slopes lie between $L_{\min}$ and 1, so $L_{\min}\le\bar L/L\le1/L_{\min}$. The factor lies between $1-1/L_{\min}$ and $1-L_{\min}$. The first of these has the larger magnitude, so
\begin{equation}
|e_{k+1}|\le\left(\frac1{L_{\min}}-1\right)|e_k| .
\end{equation}
If $L_{\min}>1/2$, the error shrinks from any positive starting concentration. Here the bound on the factor is $0.799$. Near the root $\bar L-L$ is itself proportional to $e_k$, so the convergence becomes quadratic. For parameters with $L_{\min}\le1/2$ this argument gives no guarantee, and Newton's method should then be kept inside the bracket.

The two histories, in units of $10^{16}\ \mathrm{cm^{-3}}$, are
\begin{center}
\begin{tabular}{ccc}
$k$ & fixed point & Newton\\
0 & 4.4582 & 4.4582\\
1 & 6.9715 & 8.0592\\
2 & 7.8580 & 8.2701\\
3 & 8.1423 & 8.2705
\end{tabular}
\end{center}
The fixed-point iteration needs six steps to come within $0.1\%$ of the root; Newton needs two. The digits serve to compare the iterations; the mobility curve does not justify so many. The result is
\begin{equation}
N\simeq8.3\times10^{16}\ \mathrm{cm^{-3}}=8.3\times10^{22}\ \mathrm{m^{-3}},
\qquad \mu\simeq750\ \mathrm{cm^2/Vs}.
\end{equation}
Neglecting impurity scattering would give a concentration $46\%$ below this root.

\subsection*{(c) A polynomial for the same root}

Because $a=7/10$, the substitution $N=N_{\rm ref}y^{10}$ with $y>0$ turns $x^a$ into $y^7$. With $c=1/(q\rho N_{\rm ref})=693.5\ \mathrm{cm^2/Vs}$, equation \eqref{root} becomes
\[
y^{10}\left[\mu_{\min}+\frac{\mu_{\max}-\mu_{\min}}{1+y^7}\right]=c .
\]
Multiply by $1+y^7$. The bracket becomes $\mu_{\min}y^7+\mu_{\max}$, and
\begin{equation}
\mu_{\min}y^{17}+\mu_{\max}y^{10}-cy^7-c=0 .
\end{equation}
The coefficients change sign once, so Descartes' rule allows one positive root, in agreement with part (a). Computing all seventeen roots gives one positive real root, $y=0.991583$. Hence $N=9\times10^{16}\,y^{10}=8.2705\times10^{16}\ \mathrm{cm^{-3}}$, the value reached by the iterations.

\subsection*{(d) Sensitivity}

Take the logarithm of \eqref{root} and vary $\rho$ with the mobility curve held fixed: $d\ln\rho+L\,d\ln N=0$. If instead the whole curve is multiplied by $1+\varepsilon$ at fixed $\rho$, then $\varepsilon+L\,\delta\ln N=0$ to first order. Therefore
\begin{equation}
\frac{d\ln N}{d\ln\rho}=-\frac1L,\qquad \delta\ln N=-\frac{\varepsilon}{L}.
\end{equation}
At the root $x^{0.7}=0.9425$ and $s=0.4852$, so
\[
L=1-0.7(0.4852)(1-70/754.7)=0.692,\qquad \frac1L=1.445 .
\]
Errors are amplified because added donors also reduce the mobility, so more of them are needed for a given change in conductivity. A resistivity higher by $1\%$ lowers $N$ by $1.43\%$. Solving again with the mobility curve lowered or raised by $5\%$ changes $N$ by $+7.7\%$ or $-6.8\%$.

In the limit of high resistivity, $s\to0$, $\mu\to\mu_{\max}$ and $L\to1$: the lower bracket becomes the answer and the amplification disappears. At very low resistivity the formula gives $\mu\to\mu_{\min}$ and again $L\to1$. That second limit belongs to the formula rather than to silicon, whose mobility does not stay on this plateau at very heavy doping.

\subsection*{(e) Cost of the assumptions}

\paragraph{Incomplete ionization.} Take a donor level a depth $E_d$ below the conduction-band edge $E_c$, with two spin states when occupied. The ratio of neutral to ionized donors is $2\exp[(E_F-E_c+E_d)/kT]$, where $E_F$ is the Fermi energy. For a nondegenerate band, $n=N_c\exp[(E_F-E_c)/kT]$, where $N_c$ is the effective density of states. Since $n$ equals the ionized density,
\begin{equation}
\frac{N-n}{n}=\frac{2n}{N_c}e^{E_d/kT}=\frac n{n_1},\qquad
n_1=\frac{N_c}{2}e^{-E_d/kT}.
\end{equation}
The rough values $E_d=45\ \mathrm{meV}$ and $N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}$, with $kT=25.85\ \mathrm{meV}$, give $n_1=2.46\times10^{18}\ \mathrm{cm^{-3}}$. At the concentration found above, this model, which counts only the donor ground state, has $96.8\%$ of the donors ionized.

The correction to $N$ depends on what scatters. If the mobility depends on ionized donors alone, $n$ obeys the old equation and equals the old root $N_*$. Then $N=N_*+N_*^2/n_1$, an increase of $3.4\%$. If $\mu$ is evaluated at the total donor density, the extra donors lower the mobility too, and solving again gives an increase of $5.0\%$. These are rough estimates, not bounds. An isolated phosphorus donor has ten more bound states, spin included, only about $12\ \mathrm{meV}$ above its ground state. Counting them at fixed depths would lower the ionized fraction to about $89\%$ and raise the two increases to about $14\%$ and $23\%$. In the other direction, the donor depth shrinks with doping, which favours ionization. Nor is the fixed-depth count complete: the shallower $2p$ states of an isolated donor would lower the fraction further if they survived at this doping. Within such level-counting models the size of this correction is therefore uncertain by a factor of several. Empirical ionization models fitted to measurements give about $97\%$ at this doping, close to the ground-state estimate. If the mobility curve was fitted to resistivity against total phosphorus, it already contains this effect, and the correction must not be applied again.

\paragraph{Compensation.} Let acceptors be present at $N_A=c_AN_D$, where $N_D$ is the phosphorus concentration. Then $n=(1-c_A)N_D$, while the scattering centres number $(1+c_A)N_D$. Write $N_D=N_*(1+\delta)$. The slope of $\ln\mu$ is $L-1$, so to first order
\[
\delta-c_A+(L-1)(\delta+c_A)=0
\quad\Longrightarrow\quad
\delta=c_A\frac{2-L}{L}.
\]
For $c_A=0.05$ this gives $9.5\%$; the full equation gives $10.2\%$. These figures count an acceptor as scattering electrons as strongly as a donor. A repulsive acceptor scatters less, and a model that allows for this gives about $9\%$; the loss of carriers alone gives $7.7\%$. Acceptors remove carriers and add scatterers, and both effects raise the phosphorus concentration needed for the measured $\rho$.

\paragraph{Smaller effects.} If the sample is $1\ \mathrm K$ warmer than assumed, and $\mu_{\max}\propto T^{-2.4}$ with the other parameters fixed, the inferred $N$ should be raised by $1.1\%$. This recipe overstates the effect in real silicon: it gives about $95\%$ of $\mu$ the lattice temperature law, although impurities supply nearly half of the scattering at this doping. Mobility models that treat the two parts separately give about $0.5$ to $0.7\%$ per kelvin. Fermi degeneracy lowers $n$ by $0.10\%$ relative to the Boltzmann expression at the same Fermi energy, which slightly alters the ionization estimate. With $n_i=10^{10}\ \mathrm{cm^{-3}}$ and a hole mobility of $450\ \mathrm{cm^2/Vs}$, holes contribute about $10^{-14}$ of the electron conductivity. For a field of $10\ \mathrm{V/cm}$, the model $v=\mu E/\sqrt{1+(\mu E/v_s)^2}$ with $v_s=10^7\ \mathrm{cm/s}$ lowers the mobility by $3\times10^{-5}\,\%$.

\paragraph{Comparison with real material.} The parameters are typical of phosphorus-doped silicon at room temperature, and a concentration just below $10^{17}\ \mathrm{cm^{-3}}$ is of the usual size for this resistivity: the standard empirical resistivity--doping conversion for phosphorus gives about $7.8\times10^{16}\ \mathrm{cm^{-3}}$, some $5\%$ below the root, so the larger ionization corrections above should not be added to this result. Uncertainty of several percent in the mobility curve, incomplete ionization and compensation each matter more than the numerical error of the root, so $8\times10^{16}\ \mathrm{cm^{-3}}$ is a fair statement of the result. A real device can break the assumptions of uniformity and zero compensation. The $5\%$ compensation considered here moves the phosphorus concentration, in this model, to about $9.1\times10^{16}\ \mathrm{cm^{-3}}$. In an implanted or diffused layer $N$ varies with depth, and one average resistivity does not determine the profile.

\section*{Calculated quantities}
\begin{verbatim}
elementary charge: 1.602177e-19 C
temperature: 300 K, kT: 25.852 meV
resistivity: 0.1 ohm cm, conductivity: 10.0 S/cm
mu_min, mu_max: 70, 1400 cm^2/Vs
N_ref: 9.0e+16 cm^-3, exponent a: 0.7
required product N*mu: 6.24151e+19 1/(cm V s)
lower bracket (lattice mobility): 4.4582e+16 cm^-3
upper bracket: 8.9164e+17 cm^-3
phosphorus density N: 8.27054e+16 cm^-3
mobility at N: 754.67 cm^2/Vs
resistivity from root: 0.10000000 ohm cm
lower bracket error: -46.1 %
polynomial constant c: 693.501 cm^2/Vs
polynomial positive roots: 1, y = 0.991583
density from polynomial: 8.27054e+16 cm^-3
slope L at root: 0.6919, 1/L: 1.4454
smallest slope L_min: 0.5558
fixed-point factor: final 0.3081, bound 0.4442
Newton error factor bound: 0.7991
fixed-point iterate 0: 4.45822e+16 cm^-3
fixed-point iterate 1: 6.97154e+16 cm^-3
fixed-point iterate 2: 7.85803e+16 cm^-3
fixed-point iterate 3: 8.14226e+16 cm^-3
fixed-point iterate 4: 8.23090e+16 cm^-3
fixed-point iterate 5: 8.25832e+16 cm^-3
fixed-point steps to 0.1 %: 6
Newton iterate 0: 4.4582208e+16 cm^-3
Newton iterate 1: 8.0592074e+16 cm^-3
Newton iterate 2: 8.2701391e+16 cm^-3
Newton iterate 3: 8.2705441e+16 cm^-3
N shift, resistivity +1 %: -1.43 %
N shift, mobility curve -5 %: +7.74 %
N shift, mobility curve +5 %: -6.78 %
donor depth: 45 meV, N_c: 2.8e+19 cm^-3
ionization density n1: 2.456e+18 cm^-3
ionized fraction at N: 96.84 %
N shift, ionization, all donors scatter: +5.00 %
N shift, ionization, ions scatter: +3.37 %
degeneracy correction to n: 0.101 %
N_D shift, 5 % compensation: +10.23 %
lattice mobility power of 1/T: 2.4
N shift, sample 1 K warmer: +1.11 %
n_i: 1e+10 cm^-3, hole mobility: 450 cm^2/Vs
hole/electron conductivity: 8.7e-15
field: 10 V/cm, saturation velocity: 1e+07 cm/s
mobility drop at this field: 2.8e-05 %
\end{verbatim}
